# Implanted-ion surface ratio and the sputter yield of the altered target

## Result

**Theorem.** A solid of species T, free of species I at depth, is bombarded by ions of species I. Let \(Y_T\) and \(Y_I\) be the mean numbers of T and I atoms sputtered per incident ion in the steady state. Assume that

1. every incident ion is trapped in the solid;
2. trapped ions leave the solid by sputtering and in no other way;
3. sputtering is non-preferential: it takes the two species in proportion to their numbers in the emitting surface layer;
4. a steady state with \(Y_T>0\) exists.

Then the number densities in the emitting layer obey

\[
\left.\frac{n_I}{n_T}\right|_{\rm surface}=\frac{1}{Y_T}. \tag{1}
\]

The yield in (1) is the partial yield of T atoms from the altered surface, which already contains implanted ions. It is not in general the yield of the clean target.

"Surface" means the layer from which sputtered atoms come. If atoms escape from several depths, \(n_I\) and \(n_T\) are averages with the same escape weight for both species. "Steady" means that composition and emission, averaged over many impacts, no longer change in a frame that moves with the receding surface.

## Proof

Let \(N_I\) be the number of trapped ions per unit area and \(\Phi\) the fluence, the number of incident ions per unit area. Each incident ion adds one trapped ion and removes \(Y_I\) of them on average:

\[
\frac{dN_I}{d\Phi}=1-Y_I. \tag{2}
\]

In the steady state the left side vanishes, so \(Y_I=1\). Assumption 3 reads

\[
\frac{Y_I}{Y_T}=\frac{n_I}{n_T}. \tag{3}
\]

Inserting \(Y_I=1\) gives (1). \(\square\)

The stopping depths, the atomic volumes and the motion of atoms inside the solid do not appear. Collisional mixing and segregation rearrange atoms without changing the balance (2), and they leave (3) intact as long as the densities refer to the emitting layer.

**Corollary (total yield).** With \(Y=Y_T+Y_I=Y_T+1\), the surface ion fraction is

\[
c=\frac{n_I}{n_I+n_T}=\frac{1/Y_T}{1+1/Y_T}=\frac{1}{Y_T+1}=\frac1Y,
\qquad \frac{n_I}{n_T}=\frac{1}{Y-1}. \tag{4}
\]

If implantation leaves the total yield at its clean value \(Y_0\), the ratio is therefore \(1/(Y_0-1)\), and it is the fraction that equals \(1/Y_0\). The two readings approach each other when \(Y_0\gg1\). If the total yield depends on composition, \(c\) must solve \(c\,Y(c)=1\).

Since \(Y_T=Y-1\), a steady state with target emission requires \(Y>1\).

## Depth profile and crater rate

Let \(z\) be the depth below the instantaneous surface, \(f(z)\) the probability density of stopping depths, and \(F(z)=\int_0^z f\,dz'\). Then \(F(0)=0\), and full trapping gives \(F(\infty)=1\). Let \(u=dz/d\Phi\) be the displacement of the material relative to the surface per unit fluence; it is negative when material approaches the surface. The atomic volumes are \(\Omega_T\) and \(\Omega_I\), with \(w=\Omega_I/\Omega_T\). They are taken as constant and additive:

\[
\Omega_T n_T+\Omega_I n_I=1. \tag{5}
\]

**Lemma 1.** If the emitting layer is thin and atoms move with the common flow \(u\), without mixing or segregation, the steady profile is

\[
\frac{n_I(z)}{n_T(z)}=\frac{1-F(z)}{Y_T}. \tag{6}
\]

*Proof.* The steady continuity equations are

\[
\frac{d(u n_T)}{dz}=0,\qquad \frac{d(u n_I)}{dz}=f. \tag{7}
\]

The first says that the upward flow \(-u n_T\) is the same at every depth. At the surface it equals the emission, so \(-u n_T=Y_T\). Integrating the second from \(z\) to infinity, where \(n_I=0\), gives

\[
0-u n_I(z)=\int_z^\infty f\,dz'=1-F(z). \tag{8}
\]

Every ion that stops below \(z\) must later be carried up through \(z\). Dividing the two flows gives (6), and \(z=0\) returns (1). \(\square\)

For any atomic volumes, (6) gives the ion fraction

\[
c(z)=\frac{(1-F)/Y_T}{1+(1-F)/Y_T}=\frac{1-F}{Y_T+1-F}=\frac{1-F(z)}{Y-F(z)}. \tag{9}
\]

**Lemma 2.** In the steady state the surface recedes, relative to the undisturbed bulk, by \(\Omega_T Y_T\) per unit fluence.

*Proof.* Far below the stopping region \(n_T=1/\Omega_T\). In the steady state the T atoms carried up from there replace those emitted, so \(-u n_T=Y_T\), which gives \(-u(\infty)=\Omega_T Y_T\). The bulk is at rest in the laboratory, so this is the laboratory speed of the surface per unit ion flux. \(\square\)

The steady growth of a crater thus measures the yield that (1) requires, provided that sputtered material is not redeposited in it and that the solid does not become porous.

## Approach from a clean target

Let \(V\) be the sputtered volume per ion in units of \(\Omega_T\), so that \(V=Y_T+wY_I\) with the instantaneous yields. For equal volumes \(V\) is the total yield.

**Proposition 1.** Let \(V\) and the stopping distribution \(f(z)\) stay constant during the bombardment, let the emitting layer be thin, and let there be no mixing or segregation. Material that was initially at depth \(z_0\) reaches the surface with

\[
r=\frac{n_I}{n_T}=\frac{F(z_0)}{V-wF(z_0)} \tag{10}
\]

at the fluence

\[
\Phi(z_0)=\frac{1}{\Omega_T}\int_0^{z_0}\frac{dz}{V-wF(z)}. \tag{11}
\]

If \(V>w\), the surface ratio rises monotonically to \(1/(V-w)=1/Y_T\).

*Proof.* The time-dependent continuity equations are

\[
\frac{\partial n_T}{\partial\Phi}+\frac{\partial(u n_T)}{\partial z}=0,\qquad
\frac{\partial n_I}{\partial\Phi}+\frac{\partial(u n_I)}{\partial z}=f. \tag{12}
\]

Multiply them by \(\Omega_T\) and \(\Omega_I\) and add. By (5) the fluence derivative drops out, leaving

\[
\frac{\partial u}{\partial z}=\Omega_I f. \tag{13}
\]

At the surface the removed volume fixes \(u(0)=-\Omega_T V\). Integration of (13) gives

\[
\frac{dz}{d\Phi}=u=-\Omega_T V+\Omega_I F=-\Omega_T\,[V-wF(z)]. \tag{14}
\]

The term \(wF\) is swelling: ions that stop above a given layer push it away from the surface. Integrating (14) from \(z_0\) to \(0\) gives (11).

Let \(D/D\Phi\) denote the change seen by moving material. Expanding the products in (12) gives

\[
\frac{Dn_T}{D\Phi}=-n_T\frac{\partial u}{\partial z},\qquad
\frac{Dn_I}{D\Phi}=f-n_I\frac{\partial u}{\partial z}. \tag{15}
\]

Hence

\[
\frac{Dr}{D\Phi}=\frac{1}{n_T}\frac{Dn_I}{D\Phi}-\frac{n_I}{n_T^2}\frac{Dn_T}{D\Phi}
=\frac{f}{n_T}, \tag{16}
\]

because the two expansion terms cancel. Equation (5) gives \(\Omega_T n_T(1+wr)=1\), so \(1/n_T=\Omega_T(1+wr)\). Dividing (16) by (14),

\[
\frac{dr}{dz}=-\frac{(1+wr)f}{V-wF}
\quad\Longrightarrow\quad
\frac{w\,dr}{1+wr}=-\frac{w f\,dz}{V-wF}. \tag{17}
\]

The material starts at \(z_0\) with \(r=0\) and ends at \(z=0\). Reversing the limits on the right removes the minus sign:

\[
\ln(1+wr)=\int_0^{z_0}\frac{wf\,dz}{V-wF}
=\ln\frac{V}{V-wF(z_0)}. \tag{18}
\]

Therefore

\[
wr=\frac{V-(V-wF)}{V-wF}=\frac{wF}{V-wF},
\]

which is (10). Its right side increases with \(F\), and \(z_0\) increases with \(\Phi\), so the approach is monotonic. As \(F\to1\), \(r\to1/(V-w)\). In the steady state \(Y_I=1\), hence \(V=Y_T+w\) and the limit is \(1/Y_T\). \(\square\)

For equal volumes the surface fraction during the approach is

\[
c=\frac{r}{1+r}=\frac{F(z_0)}{Y}. \tag{19}
\]

**Limit of large yield.** For \(V\gg w\), (11) becomes \(z_0\simeq\Omega_T V\Phi\), and (10) becomes \(r\simeq F(\Omega_T V\Phi)/V\). If in addition \(V\gg1\), the target is eroded through the stopping region before many ions collect, and the surface stays dilute. For small ions, \(w\ll1\), the condition \(V\gg w\) alone does not ensure this: \(V=0.5\) and \(w=0.05\) give \(r\to1/0.45=2.2\).

**Failure at small yield.** If \(V<w\), the velocity (14) vanishes at a depth \(z_*\) where \(F(z_*)=V/w\). Material below \(z_*\) moves away from the surface and is never exposed. For \(f(z_*)>0\) the integrand of (11) behaves as \(1/[wf(z_*)(z_*-z)]\) near \(z_*\), so the fluence needed to expose \(z_0\) diverges logarithmically as \(z_0\to z_*\), while (10) grows without limit. The beam builds a film of I. At \(V=w\) the stagnation depth lies where \(F=1\), and the ratio again grows without limit. For equal volumes these cases together are \(Y\le1\).

## When the assumptions are lifted

**Proposition 2.** Let a fraction \(\eta\) of the ions be trapped, let \(g\) trapped ions per incident ion leave spontaneously as species I, and define the preference

\[
p=\frac{Y_I/Y_T}{n_I/n_T}. \tag{20}
\]

Let target atoms leave by sputtering alone. In a steady state with \(Y_T>0\),

\[
\frac{n_I}{n_T}=\frac{\eta-g}{p\,Y_T}. \tag{21}
\]

*Proof.* The balance of trapped ions is now \(\eta=Y_I+g\), so \(Y_I=\eta-g\). Definition (20) gives \(n_I/n_T=Y_I/(pY_T)\). Substitution gives (21). \(\square\)

At fixed \(Y_T\), reflection, release and a preference \(p>1\) each lower the surface ratio. With full trapping and no release, the steady sputtered flux ratio is \(Y_I/Y_T=1/Y_T\) for any preference: the surface adjusts until one implanted atom leaves per incident ion. Preference therefore leaves this flux ratio unchanged at fixed \(Y_T\), but if the yield depends on composition, the changed surface can alter \(Y_T\) and with it the flux ratio. The ion-to-target ratio measured in the sputtered flux is therefore \(p\) times the ratio measured on the surface. If the ions form volatile compounds that carry target atoms away, the proof, which uses the ion balance alone, still gives (21), with \(g\) counting the ions lost in the compounds and \(Y_T\) counting sputtered target atoms only. The crater rate of Lemma 2 then includes the chemical loss and no longer measures this \(Y_T\).

## Tests by simulation

The balance was tested on a column of atoms of equal volume. Each ion is inserted at a random depth, drawn from a Gaussian of mean 27 nm and standard deviation 9.5 nm restricted to \(z>0\). Sputtered atoms are drawn at random from the top 100 atoms, a layer 0.5 nm thick. Surface composition and emitted atoms are counted separately over 60,000 ions, after 30,000 ions have been discarded.

With total yield 3.2 the surface ratio is 0.459, against 0.4545 from the counted \(1/Y_T\). The difference is 0.9% of the latter; the test allows 3% for the statistics of the finite layer.

- *Mixing.* Eight exchanges per ion, between atoms in the top 40 nm and partners up to 20 nm deeper, raise the ion fraction at 40–50 nm from 0.015 to 0.088. The surface ratio is 0.455, against \(1/Y_T=0.454\).
- *Segregation.* Two attempts per ion to exchange a target atom of the top layer with an implanted atom from the next 1 nm leave the top fraction at 0.313, while that next 1 nm falls to 0.252. An analysis that averages over both layers would not measure the ratio in (1).
- *Composition-dependent yield.* Let \(Y=2.2(1+0.8c)\). The condition \(cY=1\) becomes \(1.76c^2+2.2c-1=0\), whose positive root is \(c=0.354\), so \(Y_T=1/c-1=1.82\). The simulation counts \(Y_T=1.818\) and a surface ratio of 0.542, against \(1/Y_T=0.550\). The inverse clean yield, \(1/2.2=0.4545\), is clearly different.

The broken assumptions were tested at total yield 3.2. For \(p=1.68\) the surface ratio is 0.275 and (21) gives 0.271. With 20% of the ions reflected the values are 0.331 and 0.333. With a counted release \(g=0.277\) they are 0.292 and 0.292. For total yield 0.7, after 60,000 discarded ions, no target atom was emitted during the next 30,000, and the emitting layer was pure I.

A separate numerical solution of (12) tested the transient for \(V=3.2\) and \(w=1\) and 1.4. The scaled surface density \(\Omega_T n_I=r/(1+wr)=F(z_0)/V\) agreed with (10) and (11) to within 0.0001 in both cases.

## Example: gallium beam on silicon

Take a 30 keV gallium beam at normal incidence on silicon, with rough typical values: \(Y_T=2.2\) and the stopping distribution used above. A current of 1 nA is rastered over 100 µm². The atomic density of crystalline silicon is 49.94 nm⁻³, and equal atomic volumes are assumed. The total yield is held at \(Y=3.2\) and the stopping distribution is kept fixed throughout the approach. Holding \(Y\) at 3.2 means that clean silicon would lose 3.2 atoms per ion, whereas its yield under this beam is nearer 2 to 2.5; in a real target the total yield therefore rises during the approach. The collected gallium also changes the stopping of later ions. The fluences, times and depths of the approach below belong to the constant-yield model and are estimates only. The steady surface ratio at given \(Y_T\) does not depend on the stopping distribution.

The surface ratio and the gallium fraction are

\[
\frac{n_{\rm Ga}}{n_{\rm Si}}=\frac1{2.2}=0.45,\qquad c=\frac1{3.2}=0.31.
\]

If 2.2 were instead the total yield, unchanged from the clean target, the ratio would be \(1/(2.2-1)=0.83\). The definition of the quoted yield thus matters by almost a factor of two here.

By Lemma 2 each ion deepens the crater by the volume of 2.2 silicon atoms, \(2.2/49.94=0.0441\) nm³. For singly charged ions, division by the elementary charge gives 0.275 µm³/nC. A fluence of \(10^{16}\) cm⁻² is 100 ions per nm² and removes \(100\times0.0441=4.4\) nm in the steady state.

By (19) the surface has half its steady gallium fraction when \(F(z_0)=0.5\), which is at \(z_0=27\) nm. Equation (11) gives the fluence \(4.4\times10^{16}\) cm⁻². At the mean flux of \(6.24\times10^{15}\) cm⁻² s⁻¹ this takes 7.1 s. At 95% the values are \(z_0=42.6\) nm, \(7.6\times10^{16}\) cm⁻² and 12.2 s. The ratio lags behind the fraction: at that moment it is \(0.95/(3.2-0.95)=0.42\), or 93% of its final value.

By (14) the surface recedes relative to the bulk by \(-u(\infty)=\Omega_T(V-w)\) per unit fluence. With \(V=3.2\) held constant and \(w=1\), this is \(2.2\,\Omega_T\) from the first ion on, equal to the steady rate. This early rate follows from holding \(V\) constant: a clean yield of 2.2 would give an initial rate of only \((2.2-1)\,\Omega_T\), or 2.4 nm per \(10^{16}\) cm⁻². At 95% the crater is therefore \(7.637\times4.405=33.6\) nm deep, although the exposed material began at 42.6 nm. By (14), material at depth \(z\) moves relative to the bulk by \(u(z)-u(\infty)=-\Omega_I[1-F(z)]\) per unit fluence. Ions stopping beneath the layer have lifted it by the missing 9.0 nm.

The retained gallium dose in the steady state, from (9), is \(4.5\times10^{16}\) cm⁻². It can be bracketed by hand. Since \(Y-1\le Y-F\le Y\), and \(\int_0^\infty(1-F)\,dz\) is the mean stopping depth of about 27 nm, the dose lies between \(49.94\times27/3.2=421\) nm⁻² and \(49.94\times27/2.2=613\) nm⁻², that is, between 4.2 and \(6.1\times10^{16}\) cm⁻².

## What the real surface adds

**Preference.** Suppose that recoils of both species reach the surface with equal flux per atom, an energy spectrum proportional to \(E^{-2}\) and a cosine angular distribution. With \(\mu=\cos\theta\), a recoil crosses a planar barrier \(U\) if \(E\mu^2>U\). The escaping number is proportional to

\[
\int_U^\infty\frac{dE}{E^2}\int_{\sqrt{U/E}}^1 2\mu\,d\mu
=\int_U^\infty\left(\frac1{E^2}-\frac{U}{E^3}\right)dE
=\frac1U-\frac1{2U}=\frac1{2U}. \tag{22}
\]

Hence \(p=U_{\rm Si}/U_{\rm Ga}\). Rough elemental bindings of 4.7 and 2.8 eV give \(p=1.68\). At fixed \(Y_T\) the ratio falls from 0.45 to 0.27 and the gallium fraction from 0.31 to 0.21. This figure shows how strongly the ratio responds to \(p\); it is not a prediction for gallium on silicon. It leaves out the change of binding in the mixed surface and the effect of unequal masses on the recoil fluxes, which works the other way and can be as large. In linear cascade theory with a power-law cross section of exponent \(m\), the spectrum is \(E^{2m-2}\) and \(p=(M_{\rm Si}/M_{\rm Ga})^{2m}(U_{\rm Si}/U_{\rm Ga})^{1-2m}\). Equation (22) is the case \(m=0\); \(m=0.1\) gives \(p=1.26\) and \(m=0.2\) gives \(p=0.95\).

**Reflection.** In an elastic collision with a silicon atom at rest, the final ion velocity is the centre-of-mass velocity plus a vector of fixed length. The lengths are in the ratio \(M_{\rm Ga}:M_{\rm Si}\), so the largest deflection satisfies \(\sin\theta=M_{\rm Si}/M_{\rm Ga}\), or \(\theta=23.8^\circ\). Three such collisions turn the ion by at most 71°, so silicon alone must deflect it at least four times to send it back out at normal incidence. The altered layer also contains gallium, and a collision between equal masses can turn the ion by up to 90°, so fewer collisions can suffice there. The small deflections by silicon favour trapping but do not give the reflected fraction. Each per cent reflected lowers the ratio by one per cent at fixed \(Y_T\).

**Thermal release.** With an attempt rate of \(10^{13}\) s⁻¹ and a barrier of 2.8 eV, release at 300 K is about \(10^{-35}\) atoms per ion. This is the release rate per atom, \(10^{13}\,{\rm s^{-1}}\,e^{-2.8\,{\rm eV}/k_BT}\), times the surface gallium density of about 4.2 nm⁻², divided by the mean ion flux of 62 nm⁻² s⁻¹. A stationary spot of radius \(a=50\) nm with power \(P=30\) µW heats its centre by \(P/(\pi a\kappa)=127\) K, if the whole solid is given the low conductivity of amorphous silicon, roughly \(\kappa=1.5\) W/(m K). Even then release stays below \(10^{-21}\) per ion. In this one-barrier estimate it reaches 0.1 per ion near 1100 K at the mean raster flux; at the flux within the stationary spot, about \(8\times10^5\) nm⁻² s⁻¹, it does so near 1600 K.

**Segregation and precipitation.** Gallium in silicon at such concentrations need not stay uniformly mixed, and its redistribution is not predicted here. Equation (1) then still fixes the mean composition of the emitting layer if its assumptions hold, but not that of the material a few atomic layers below. For a process that must limit implanted gallium at the surface, (21) favours conditions with a larger \(Y_T\), provided that \(\eta\), \(g\) and \(p\) stay the same.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
beam energy: 30000 eV; target yield Y_T: 2.2
mean depth, straggle: 27.0, 9.5 nm (before cut at z=0)
current: 1.0 nA; raster area: 100 um2
silicon atomic density: 49.94 nm^-3
mean ion flux: 6.242e+15 cm^-2 s^-1
steady surface ratio Ga/Si = 1/Y_T: 0.4545
steady surface Ga fraction = 1/Y: 0.3125; Y = 3.2
wrong ratio if total yield Y is used as Y_T: 0.3125
ratio if total yield were 2.2: 0.8333
retained Ga dose: 4.535e+16 cm^-2
steady crater volume per charge: 0.275 um3/nC
steady crater depth per 1e16 cm^-2: 4.41 nm
50% of steady fraction: exposed initial depth 27.0 nm
  fluence 4.419e+16 cm^-2, time 7.1 s
95% of steady fraction: exposed initial depth 42.6 nm
  fluence 7.637e+16 cm^-2, time 12.2 s
simulation: surface ratio | 1/Y_T from counted emission | Y_T
  base: 0.4587 | 0.4545 | 2.200
  mixing: 0.4553 | 0.4543 | 2.201
  segregation: 0.4555 | 0.4542 | 2.202
  varying yield: 0.5423 | 0.5499 | 1.818
varying yield: clean yield 2.2, slope factor 0.8
broken assumption: surface ratio | (eta-g)/(p Y_T) | 1/Y_T
  preference: 0.2746 | 0.2708 | 0.4545
  reflection 20%: 0.3314 | 0.3332 | 0.4165
  release: 0.2923 | 0.2917 | 0.4036
counted release g in release run: 0.277 per ion
total yield 0.7: late target emission 0.00000 per ion
total yield 0.7: late surface ion fraction 1.0000
ion fraction at 40-50 nm, plain: 0.0153
ion fraction at 40-50 nm, mixing: 0.0880
segregation: top 0.3129, below 0.2522
largest profile error, 5 nm bins: 0.0014
largest transient errors, w=1 and 1.4: 0.00005, 0.00006
surface binding Si, Ga: 4.7, 2.8 eV; p = 1.68
ratio with this p at fixed Y_T: 0.271
Ga fraction with this p: 0.213
largest single-collision deflection of Ga: 23.8 degrees
Ga/Si atomic volume ratio w: 0.980
ions stopping in top 0.5 nm: 4.00e-04 of all
beam heating, upper estimate: 127 K (spot radius 50 nm)
thermal release at 300 K: 6.2e-36 per ion
thermal release at 427 K: 6.4e-22 per ion
temperature for release of 0.1 per ion: 1100 K
```
